# Why semilocal TDDFT misses the electron-hole attraction in charge-transfer excitations: verification in Python

```python
# Result under test: for a donor D and an acceptor A at large distance R,
# adiabatic LDA response gives a charge-transfer (CT) energy equal to the
# orbital gap, while total energies of the ions and Hartree-Fock response
# contain the electron-hole attraction -1/R.
# i = highest occupied orbital of D, a = empty Be p_y orbital of A,
# K = response matrix element of the pair (i,a), n = electron density,
# I_D = ionization energy of D, A_A = electron affinity of A.
# System: two parallel BeH2 molecules (axes along z, separation along x).
# Hartree atomic units throughout, unless a label says eV.
import numpy as np
from scipy import constants
from scipy.special import erf
from pyscf import gto, scf, dft

EV = constants.physical_constants["Hartree energy in eV"][0]
XC = "lda,vwn"
BOND_D, BOND_A = 3.0, 2.5
DISTANCES = [12.0, 16.0, 20.0, 30.0, 40.0]
D_ATOMS, A_ATOMS = (0, 1, 2), (3, 4, 5)


def beh2(bond, x):
    return [["Be", (x, 0.0, 0.0)], ["H", (x, 0.0, bond)],
            ["H", (x, 0.0, -bond)]]


def molecule(atoms):
    return gto.M(atom=atoms, basis="6-31g", unit="Bohr", verbose=0)


def ground_state(mol, method):
    if method == "HF":
        mf = scf.RHF(mol)
    else:
        mf = dft.RKS(mol)
        mf.xc = XC
    mf.conv_tol = 1e-10
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    return mf


def unrestricted(mol, method):
    if method == "HF":
        return scf.UHF(mol)
    mf = dft.UKS(mol)
    mf.xc = XC
    return mf


def pick_orbitals(mf, occ_atoms, vir_atoms, directions):
    """Highest occupied orbital on occ_atoms, lowest p orbital on vir_atoms."""
    s, u = np.linalg.eigh(mf.get_ovlp())
    w = ((u * np.sqrt(s)) @ u.T @ mf.mo_coeff) ** 2
    labels = mf.mol.ao_labels(fmt=None)
    on_occ = np.array([l[0] in occ_atoms for l in labels])
    on_vir = np.array([l[0] in vir_atoms and "p" in l[2]
                       and l[3] in directions for l in labels])
    nocc = mf.mol.nelectron // 2
    wo, wv = w[on_occ].sum(axis=0), w[on_vir].sum(axis=0)
    i = max(k for k in range(nocc) if wo[k] > 0.5)
    a = min(k for k in range(nocc, w.shape[1]) if wv[k] > 0.5)
    return i, a, min(wo[i], wv[a])


def fragment_ion(neutral, method, i, a, kind):
    """Self-consistent ion, occupation kept by maximum overlap."""
    mf = unrestricted(neutral.mol, method)
    ref, s = neutral.mo_coeff, neutral.get_ovlp()
    occ = np.array([neutral.mo_occ / 2, neutral.mo_occ / 2])
    if kind == "cation":
        occ[1, i] = 0.0
    else:
        occ[0, a] = 1.0

    def keep_occupation(mo_energy=None, mo_coeff=None):
        new = np.zeros_like(occ)
        for spin in range(2):
            held = ref[:, occ[spin] > 0.5]
            p = ((held.T @ s @ mo_coeff[spin]) ** 2).sum(axis=0)
            new[spin, np.argsort(-p)[:held.shape[1]]] = 1.0
        return new

    mf.get_occ = keep_occupation
    mf.conv_tol = 1e-8
    mf.max_cycle = 200
    mf.kernel(np.array([(ref * o) @ ref.T for o in occ]))
    assert mf.converged
    return mf.e_tot, np.array(mf.make_rdm1())


def response(mf, method, i, a):
    """Full singlet response problem; returns data for the pair (i,a)."""
    mol, c, e = mf.mol, mf.mo_coeff, mf.mo_energy
    no = mol.nelectron // 2
    nv = c.shape[1] - no
    co, cv = c[:, :no], c[:, no:]
    eri = mol.intor("int2e")
    ovov = np.einsum("pqrs,pi,qa,rj,sb->iajb", eri, co, cv, co, cv,
                     optimize=True)
    dim = no * nv
    pair = i * nv + (a - no)
    gaps = (e[None, no:] - e[:no, None]).ravel()
    hartree = 2 * ovov.reshape(dim, dim)
    out = {"gap": e[a] - e[i], "KH": hartree[pair, pair]}
    if method == "HF":
        oovv = np.einsum("pqrs,pi,qj,ra,sb->ijab", eri, co, co, cv, cv,
                         optimize=True)
        amat = np.diag(gaps) + hartree \
            - oovv.transpose(0, 2, 1, 3).reshape(dim, dim)
        bmat = hartree - ovov.transpose(0, 3, 2, 1).reshape(dim, dim)
        out["iiaa"] = oovv[i, i, a - no, a - no]
    else:
        ao = dft.numint.eval_ao(mol, mf.grids.coords)
        wts = mf.grids.weights
        po, pv = ao @ co, ao @ cv
        n = 2 * (po ** 2).sum(axis=1)
        f = np.zeros_like(n)
        ok = n > 1e-14
        f[ok] = np.ravel(dft.libxc.eval_xc(XC, n[ok], spin=0, deriv=2)[2][0])
        prod = (po[:, :, None] * pv[:, None, :]).reshape(len(n), dim)
        kxc = 2 * prod.T @ (prod * (wts * f)[:, None])
        amat = np.diag(gaps) + hartree + kxc
        bmat = hartree + kxc
        out["Kxc"] = kxc[pair, pair]
        fi, fa = po[:, i], pv[:, a - no]
        out["overlap"] = np.sum(wts * fi ** 2 * fa ** 2)
        out["bound_integral"] = np.sum(wts * np.abs(fi) ** (2 / 3) * fa ** 2)
        out["Kdiag"] = np.diag(hartree + kxc).reshape(no, nv)
    ev, u = np.linalg.eigh(amat - bmat)
    assert ev.min() > 0
    root = (u * np.sqrt(ev)) @ u.T
    w2, z = np.linalg.eigh(root @ (amat + bmat) @ root)
    k = np.argmax(z[pair] ** 2)
    assert w2[0] > 0 and z[pair, k] ** 2 > 0.8
    out["omega"] = np.sqrt(w2[k])
    return out


# Largest value of |f_xc| n^(2/3) over a wide range of densities.
dens = np.logspace(-8, 3, 400)
f_scan = np.ravel(dft.libxc.eval_xc(XC, dens, spin=0, deriv=2)[2][0])
C_BOUND = np.max(np.abs(f_scan) * dens ** (2 / 3))
assert C_BOUND < 1.0

print("donor bond, acceptor bond (bohr): %.2f %.2f" % (BOND_D, BOND_A))
print("basis 6-31G; LDA = Slater exchange + VWN correlation")
print("Hartree energy (eV): %.6f" % EV)
print("largest |f_xc| n^(2/3) (a.u.): %.4f" % C_BOUND)

frag = {}
for method in ("LDA", "HF"):
    don = ground_state(molecule(beh2(BOND_D, 0.0)), method)
    acc = ground_state(molecule(beh2(BOND_A, 0.0)), method)
    i_d, a_d, _ = pick_orbitals(don, D_ATOMS, D_ATOMS, "xy")
    i_a, a_a, _ = pick_orbitals(acc, D_ATOMS, D_ATOMS, "xy")
    e_cat, dm_cat = fragment_ion(don, method, i_d, a_d, "cation")
    e_an, dm_an = fragment_ion(acc, method, i_a, a_a, "anion")
    ion, aff = e_cat - don.e_tot, acc.e_tot - e_an
    gap = acc.mo_energy[a_a] - don.mo_energy[i_d]
    frag[method] = dict(fund=ion - aff, gap=gap, cat=dm_cat, an=dm_an)
    print("%s donor occupied level (hartree): %.5f"
          % (method, don.mo_energy[i_d]))
    print("%s empty p level, donor and acceptor (hartree): %.5f %.5f"
          % (method, don.mo_energy[a_d], acc.mo_energy[a_a]))
    print("%s I_D, A_A from total energies (hartree): %.5f %.5f"
          % (method, ion, aff))
    print("%s I_D - A_A (hartree, eV): %.5f %.3f"
          % (method, ion - aff, (ion - aff) * EV))
    print("%s fragment orbital gap (hartree, eV): %.5f %.3f"
          % (method, gap, gap * EV))
assert frag["LDA"]["fund"] > frag["LDA"]["gap"] + 0.05

data = {"LDA": [], "HF": []}
for R in DISTANCES:
    mol = molecule(beh2(BOND_D, 0.0) + beh2(BOND_A, R))
    for method in ("LDA", "HF"):
        mf = ground_state(mol, method)
        i, a, local = pick_orbitals(mf, D_ATOMS, A_ATOMS, "y")
        assert local > 0.95
        r = response(mf, method, i, a)
        # Energy of the two separately relaxed ions placed at distance R.
        nd = frag[method]["cat"].shape[1]
        dm = np.zeros((2, mol.nao_nr(), mol.nao_nr()))
        dm[:, :nd, :nd] = frag[method]["cat"]
        dm[:, nd:, nd:] = frag[method]["an"]
        r["pair"] = unrestricted(mol, method).energy_tot(dm) - mf.e_tot
        attraction = r["pair"] - frag[method]["fund"]
        assert abs(attraction + 1 / R) < 20 / R ** 3 + 1e-4
        assert abs(r["gap"] - frag[method]["gap"]) < 20 / R ** 3 + 1e-4
        if method == "HF":
            assert abs(r["iiaa"] - 1 / R) < 20 / R ** 3
            assert abs(r["omega"] - r["gap"] + 1 / R) < 20 / R ** 3
        else:
            r["bound"] = 2 ** (1 / 3) * C_BOUND * r["bound_integral"]
            assert abs(r["Kxc"]) <= r["bound"] + 1e-12
            if R >= 20:
                assert abs(r["KH"] + r["Kxc"]) < 1e-8
                assert abs(r["omega"] - r["gap"]) < 1e-6
        data[method].append(r)
        if R == 20.0 and method == "LDA":
            # Kernel of a local donor excitation from finite differences
            # of the Kohn-Sham potential.
            il, al, _ = pick_orbitals(mf, D_ATOMS, D_ATOMS, "y")
            ci, ca = mf.mo_coeff[:, il], mf.mo_coeff[:, al]
            change = (np.outer(ci, ca) + np.outer(ca, ci)) / 2
            dm0, step = np.array(mf.make_rdm1()), 1e-3
            vp = np.array(mf.get_veff(mol, dm0 + step * change))
            vm = np.array(mf.get_veff(mol, dm0 - step * change))
            k_fd = 2 * ci @ ((vp - vm) / (2 * step)) @ ca
            k_local = r["Kdiag"][il, al - mol.nelectron // 2]
            assert abs(k_local) > 1e-3
            assert abs(k_fd - k_local) < 1e-4
        if R == 20.0 and method == "HF":
            mu = 0.05
            with mol.with_range_coulomb(mu):
                eri_lr = mol.intor("int2e")
            ci, ca = mf.mo_coeff[:, i], mf.mo_coeff[:, a]
            lr = np.einsum("pqrs,p,q,r,s->", eri_lr, ci, ci, ca, ca,
                           optimize=True)
            assert abs(lr - erf(mu * R) / R) < 20 / R ** 3

lda, hf = data["LDA"], data["HF"]
assert lda[1]["KH"] < 0.1 * lda[0]["KH"]
assert lda[-1]["bound"] < 1e-3 * lda[0]["bound"]
needed = [(r["pair"] - r["gap"]) / (2 * r["overlap"]) for r in lda[:2]]
assert needed[1] > 10 * needed[0] > 0
rise_lda = lda[4]["omega"] - lda[2]["omega"]
rise_hf = hf[4]["omega"] - hf[2]["omega"]
rise_law = 1 / DISTANCES[2] - 1 / DISTANCES[4]
assert abs(rise_lda) < 0.1 * rise_law
assert abs(rise_hf - rise_law) < 0.1 * rise_law

print("LDA: R (bohr), gap, CT root, CT root - gap, ion pair (hartree)")
for R, r in zip(DISTANCES, lda):
    print("%5.1f %.6f %.6f %10.2e %.6f"
          % (R, r["gap"], r["omega"], r["omega"] - r["gap"], r["pair"]))
print("LDA: R (bohr), K Hartree, K xc, bound on |K xc| (hartree)")
for R, r in zip(DISTANCES[:3], lda[:3]):
    print("%5.1f %10.2e %10.2e %10.2e"
          % (R, r["KH"], r["Kxc"], r["bound"]))
print("HF: R (bohr), gap, CT root, root - gap, -1/R, ion pair (hartree)")
for R, r in zip(DISTANCES, hf):
    print("%5.1f %.6f %.6f %.6f %.6f %.6f"
          % (R, r["gap"], r["omega"], r["omega"] - r["gap"], -1 / R,
             r["pair"]))
print("ion-pair energy - (I_D - A_A) at R = 40 bohr, LDA, HF (hartree):"
      " %.6f %.6f" % (lda[4]["pair"] - frag["LDA"]["fund"],
                      hf[4]["pair"] - frag["HF"]["fund"]))
print("local donor excitation, LDA K: matrix, finite difference (hartree):"
      " %.6f %.6f" % (k_local, k_fd))
print("rise of CT root from 20 to 40 bohr: LDA, HF, law (hartree):"
      " %.6f %.6f %.6f" % (rise_lda, rise_hf, rise_law))
print("needed local kernel strength at 12, 16 bohr (a.u.): %.2e %.2e"
      % tuple(needed))
print("long-range exchange, mu = %.2f / bohr, R = 20 bohr: integral,"
      " erf(mu R)/R (hartree): %.6f %.6f" % (mu, lr, erf(mu * 20.0) / 20.0))
print("LDA CT root and ion-pair energy at R = 20 bohr (eV): %.3f %.3f"
      % (lda[2]["omega"] * EV, lda[2]["pair"] * EV))
print("finished without a failed check")
```

Running it gives:

```
donor bond, acceptor bond (bohr): 3.00 2.50
basis 6-31G; LDA = Slater exchange + VWN correlation
Hartree energy (eV): 27.211386
largest |f_xc| n^(2/3) (a.u.): 0.5558
LDA donor occupied level (hartree): -0.25531
LDA empty p level, donor and acceptor (hartree): -0.06583 -0.05746
LDA I_D, A_A from total energies (hartree): 0.40048 -0.05181
LDA I_D - A_A (hartree, eV): 0.45229 12.307
LDA fragment orbital gap (hartree, eV): 0.19784 5.384
HF donor occupied level (hartree): -0.41506
HF empty p level, donor and acceptor (hartree): 0.07883 0.08971
HF I_D, A_A from total energies (hartree): 0.38535 -0.07869
HF I_D - A_A (hartree, eV): 0.46404 12.627
HF fragment orbital gap (hartree, eV): 0.50477 13.736
LDA: R (bohr), gap, CT root, CT root - gap, ion pair (hartree)
 12.0 0.197611 0.197642   3.17e-05 0.369991
 16.0 0.197751 0.197751   1.05e-08 0.390262
 20.0 0.197799 0.197799   1.23e-13 0.402541
 30.0 0.197830 0.197830   2.50e-16 0.419035
 40.0 0.197837 0.197837  -8.60e-16 0.427324
LDA: R (bohr), K Hartree, K xc, bound on |K xc| (hartree)
 12.0   3.59e-05  -2.67e-05   9.60e-04
 16.0   1.24e-08  -9.46e-09   4.38e-05
 20.0   2.61e-13  -2.94e-13   1.15e-06
HF: R (bohr), gap, CT root, root - gap, -1/R, ion pair (hartree)
 12.0 0.504438 0.424260 -0.080178 -0.083333 0.381619
 16.0 0.504631 0.443514 -0.061117 -0.062500 0.401971
 20.0 0.504706 0.455422 -0.049285 -0.050000 0.414272
 30.0 0.504756 0.471637 -0.033119 -0.033333 0.430778
 40.0 0.504767 0.479858 -0.024909 -0.025000 0.439069
ion-pair energy - (I_D - A_A) at R = 40 bohr, LDA, HF (hartree): -0.024967 -0.024969
local donor excitation, LDA K: matrix, finite difference (hartree): 0.005953 0.005953
rise of CT root from 20 to 40 bohr: LDA, HF, law (hartree): 0.000038 0.024436 0.025000
needed local kernel strength at 12, 16 bohr (a.u.): 3.43e+04 1.10e+08
long-range exchange, mu = 0.05 / bohr, R = 20 bohr: integral, erf(mu R)/R (hartree): 0.041643 0.042135
LDA CT root and ion-pair energy at R = 20 bohr (eV): 5.382 10.954
finished without a failed check
```
